# Moving a Charged Molecule in a Cavity: Dipole, Displacement and Self-Energy, part 1

(Sections cited here and not found follow in the second part.)

## I. The full Hamiltonian and a change of position

A molecule or ion sits in a cavity and couples to one mode of the electromagnetic field. If the system carries a net charge, its dipole moment depends on the point from which positions are measured. The dipole appears in the Hamiltonian, so one must ask what happens to the energies when the system is moved, or, equivalently, when the coordinate origin is moved the other way.

Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are one. There are $N$ electrons with positions $\mathbf r_i$ and momenta $\mathbf p_i$, and clamped nuclei with charges $Z_A$ at positions $\mathbf R_A$. The matter Hamiltonian is

$$H_m=\sum_i\frac{\mathbf p_i^2}{2}+V,$$

where $V$ contains all Coulomb interactions among electrons and nuclei. The total dipole and the net charge are

$$\boldsymbol\mu=\sum_A Z_A\mathbf R_A-\sum_i\mathbf r_i,\qquad Q=\sum_A Z_A-N.$$

The long-wavelength approximation is made: the vector potential of the mode has the same value everywhere in the region the system explores. It is written $\mathbf A=\boldsymbol\lambda x$, where $x$ is the mode coordinate and the constant vector $\boldsymbol\lambda$ contains the polarization and the coupling strength. The projected dipole is $D=\boldsymbol\lambda\cdot\boldsymbol\mu$.

### (a) Where does the dipole self-energy come from?

*Let $\pi$ be the momentum conjugate to $x$, with $[x,\pi]=i$. In the Coulomb gauge the Hamiltonian is*

$$H_v=\sum_i\frac{(\mathbf p_i+\boldsymbol\lambda x)^2}{2}+V+\frac{\pi^2}{2}+\frac{\omega^2x^2}{2}.$$

*Transform it with $W=e^{ixD}$, and find the operator that represents the transverse electric field afterwards.*

**Solution.** The plus sign in $\mathbf p_i+\boldsymbol\lambda x$ belongs to the electron charge $-1$. The clamped nuclei have no kinetic energy and do not couple to $\mathbf A$.

Write the momenta as derivatives. Since $\pi=-i\partial/\partial x$,

$$W^\dagger\pi W=\pi+D.$$

Since $\mathbf p_i=-i\nabla_i$ and $\nabla_iD=-\boldsymbol\lambda$,

$$W^\dagger\mathbf p_iW=\mathbf p_i+x\nabla_iD=\mathbf p_i-\boldsymbol\lambda x.$$

The operators $x$ and $\mathbf r_i$ commute with $W$ and do not change. The vector potential therefore cancels in the electronic kinetic energy:

$$W^\dagger H_vW=H_m+\frac{(\pi+D)^2}{2}+\frac{\omega^2x^2}{2}.$$

Now rename the mode variables by $x=p/\omega$ and $\pi=-\omega q$. The commutator is respected, because $[x,\pi]=-[p,q]=i$ when $[q,p]=i$. The result is

$$H=H_m+\frac{p^2}{2}+\frac{(\omega q-D)^2}{2}.$$

Because $q$ and $D$ act on different degrees of freedom, they commute, and the square expands without ordering problems:

$$H=H_m+\frac{p^2}{2}+\frac{\omega^2q^2}{2}-\omega qD+\frac{D^2}{2}.$$

This is the length form of the Pauli-Fierz Hamiltonian for one mode. The last term is the dipole self-energy. It comes from the same square as the bilinear coupling $-\omega qD$.

For the field, use $\mathbf E=-d\mathbf A/dt$ in the Coulomb gauge. The Heisenberg equation gives $dx/dt=i[H_v,x]=i[\pi^2/2,x]=\pi$, so $\mathbf E=-\boldsymbol\lambda\pi$. After the transformation this operator becomes

$$\mathbf E=-\boldsymbol\lambda(\pi+D)=\boldsymbol\lambda(\omega q-D).$$

The coordinate $q$ alone is thus not the electric field of the mode. The dipole must be subtracted from $\omega q$.

### (b) What does a rigid translation do to the matter operators?

*Move every nucleus by $\mathbf R$. Use a unitary translation of the electrons to compare the moved system with the original one.*

**Solution.** Mark the operators of the moved system by a superscript $(\mathbf R)$. Let

$$T=e^{-i\mathbf R\cdot\mathbf P},\qquad \mathbf P=\sum_i\mathbf p_i.$$

To see how $T$ acts on a position, differentiate $\mathbf f(t)=e^{it\mathbf R\cdot\mathbf P}\,\mathbf r_i\,e^{-it\mathbf R\cdot\mathbf P}$ with respect to $t$:

$$\frac{d\mathbf f}{dt}=e^{it\mathbf R\cdot\mathbf P}\,i[\mathbf R\cdot\mathbf P,\mathbf r_i]\,e^{-it\mathbf R\cdot\mathbf P}=i(-i\mathbf R)=\mathbf R.$$

Integration from $t=0$ to $t=1$ gives $T^\dagger\mathbf r_iT=\mathbf r_i+\mathbf R$. The momenta commute with $T$.

In the moved matter Hamiltonian the nuclei are at $\mathbf R_A+\mathbf R$. An electron-nucleus distance becomes

$$|\mathbf r_i-\mathbf R_A-\mathbf R|\;\longrightarrow\;|\mathbf r_i+\mathbf R-\mathbf R_A-\mathbf R|=|\mathbf r_i-\mathbf R_A|.$$

Distances between two electrons, or between two nuclei, are unchanged as well. Hence $T^\dagger H_m^{(\mathbf R)}T=H_m$.

The dipole behaves differently, because it contains positions and not differences of positions:

$$T^\dagger\boldsymbol\mu^{(\mathbf R)}T=\sum_AZ_A(\mathbf R_A+\mathbf R)-\sum_i(\mathbf r_i+\mathbf R)=\boldsymbol\mu+Q\mathbf R.$$

Projection on $\boldsymbol\lambda$ gives

$$T^\dagger D^{(\mathbf R)}T=D+c,\qquad c=Q\,\boldsymbol\lambda\cdot\mathbf R.$$

The shift $c$ is a number. It vanishes for a neutral system, and for a displacement perpendicular to the polarization.

### (c) Can the photon variables absorb the constant?

*Let $H[c]$ be the Hamiltonian of part (a) with $D$ replaced by $D+c$. Find a unitary operator of the mode that relates $H[c]$ to $H[0]$, and state what follows for the spectrum.*

**Solution.** In the completed square the constant occurs in one place:

$$H[c]=H_m+\frac{p^2}{2}+\frac{(\omega q-D-c)^2}{2}.$$

A shift of $q$ by $c/\omega$ would remove it. Such a shift is produced by

$$U=e^{-ipc/\omega}.$$

The calculation is the one used for $T$. With $g(t)=e^{itp}qe^{-itp}$ one has $g'(t)=e^{itp}\,i[p,q]\,e^{-itp}=1$, so that at $t=c/\omega$

$$U^\dagger qU=q+\frac c\omega,\qquad U^\dagger pU=p.$$

The matter operators commute with $U$. Consequently

$$U^\dagger H[c]U=H_m+\frac{p^2}{2}+\frac{(\omega q+c-D-c)^2}{2}=H[0].$$

Together with part (b), the Hamiltonian $H^{(\mathbf R)}$ of the moved system satisfies

$$(TU)^\dagger H^{(\mathbf R)}\,TU=H[0].$$

A unitary transformation preserves the whole spectrum, including degeneracies and any continuum. The energies of the moved system are therefore those of the original one. If $\Phi$ is an eigenstate of $H[0]$, then $TU\Phi$ is an eigenstate of $H^{(\mathbf R)}$ with the same energy.

The origin of this freedom is visible in part (a). Replacing $D$ by $D+c$ in $W=e^{ixD}$ multiplies $W$ by $e^{ixc}=e^{ipc/\omega}=U^\dagger$. The choice of origin is thus a choice of phase in the transformation from the Coulomb gauge, and it cannot alter an energy.

With several modes the radiation part is a sum of terms $p_k^2/2+(\omega_kq_k-D_k)^2/2$. The variables of different modes commute, so each constant $c_k=Q\boldsymbol\lambda_k\cdot\mathbf R$ is removed by its own displacement.

The argument uses one vector $\boldsymbol\lambda$ for both positions. If the ion is moved over a distance comparable with the wavelength or with the spatial extent of the mode, the mode amplitude at its position changes, and the energies may then change for a physical reason outside this model. The second limit matters for the numbers below. With $\lambda^2=4\pi/V$ for a mode volume $V$, the value $\lambda=0.1$ corresponds to about 1260 bohr$^3$ (0.19 nm$^3$), a cube of side 11 bohr. The moves and distances of 5 to 30 bohr used later are therefore tests of the model Hamiltonian, or changes of origin, and not displacements inside a real cavity of that strength.

### (d) Which expectation values depend on the origin?

*Introduce ladder operators for the mode. Find how the number $\langle a^\dagger a\rangle$ and the electric field change when the system is moved.*

**Solution.** Set

$$q=\frac{a+a^\dagger}{\sqrt{2\omega}},\qquad p=i\sqrt{\frac\omega2}\,(a^\dagger-a).$$

Then the exponent of $U$ is

$$-\frac{ipc}{\omega}=\frac{c}{\omega}\sqrt{\frac\omega2}\,(a^\dagger-a)=\alpha(a^\dagger-a),\qquad \alpha=\frac{c}{\sqrt{2\omega}}.$$

Solving for the lowering operator gives $a=\sqrt{\omega/2}\,q+ip/\sqrt{2\omega}$. The shift of $q$ by $c/\omega$ therefore yields $U^\dagger aU=a+\alpha$. In the moved state $TU\Phi$,

$$\langle a^\dagger a\rangle_{\mathbf R}=\langle(a^\dagger+\alpha)(a+\alpha)\rangle_0=\langle a^\dagger a\rangle_0+2\alpha\,\mathrm{Re}\langle a\rangle_0+\alpha^2.$$

The mean of $a$ can be found from the Hamiltonian. In a bound eigenstate the expectation value of a commutator with $H$ vanishes. Since

$$[p,H]=-i\omega(\omega q-D),\qquad [q,H]=ip,$$

it follows that $\langle\omega q-D\rangle=0$ and $\langle p\rangle=0$. Thus $\langle a\rangle_0=\langle D\rangle_0/\sqrt{2\omega}$, and

$$\langle a^\dagger a\rangle_{\mathbf R}-\langle a^\dagger a\rangle_0=\frac{2c\langle D\rangle_0+c^2}{2\omega}.$$

The number $\langle a^\dagger a\rangle$ of the length form depends on the origin. There is no conflict with the invariant spectrum, because $a$ is built from $q$, and $q$ contains part of the dipole.

The field operator behaves otherwise. Under the combined transformation,

$$\omega q-D^{(\mathbf R)}\;\longrightarrow\;\omega q+c-(D+c)=\omega q-D.$$

Its mean, its variance and its higher moments do not change. The same is true of the number built from $b=a-D/\sqrt{2\omega}$, which obeys

$$\omega\left(b^\dagger b+\tfrac12\right)=\frac{p^2}{2}+\frac{(\omega q-D)^2}{2}.$$

### (e) Does the result survive in a finite calculation?

*Discuss a finite orbital space and a finite set of photon number states. Apply the result to H$_2^+$ with bond length 2 bohr along $\boldsymbol\lambda$, $|\boldsymbol\lambda|=0.1$ and $\omega=0.4$ hartree, moved along the bond by 5 and 10 bohr.*

**Solution.** Let $P$ project on the electronic space, and let the orbitals move with the nuclei. The projected matter Hamiltonian is then unchanged. There are two possible representations of the self-energy. One projects the operator $D^2$; the other squares the projected matrix $PDP$. A shift of the dipole gives

$$P(D+c)^2P=PD^2P+2c\,PDP+c^2P,$$

$$(PDP+cP)^2=(PDP)^2+2c\,PDP+c^2P.$$

The added terms are equal, and they are the terms that the photon displacement cancels. Both choices are therefore origin independent, although their energies differ by the effect of the omitted orbitals.

For H$_2^+$ the charge is $Q=1$. A move of 10 bohr gives

$$c=1\times0.1\times10=1.0,\qquad \alpha=\frac{1.0}{\sqrt{2\times0.4}}=1.118.$$

The single electron is treated by exact diagonalization in the cc-pVTZ basis with 40 photon number states, and the integrals are recomputed at each position. The ground energy is $-0.3993$ hartree at 0, 5 and 10 bohr. The first two excitation energies are 0.3683 and 0.4732 hartree at all three positions. The last digits belong to the basis: in aug-cc-pV5Z the ground energy is $-0.3997$ and the excitations are 0.3682 and 0.4721 hartree. The program reports that these three lowest levels change by less than $10^{-8}$ hartree between the positions. With the squared dipole matrix the ground energy is $-0.399321$ instead of $-0.399316$ hartree.

When the ion is centred at the origin, inversion of the electron together with $q\to-q$ is a symmetry. The nondegenerate ground state has definite parity, while $D$ is odd, so $\langle D\rangle_0=0$. The number in the mode should then grow by $c^2/(2\omega)$. At 10 bohr this gives

$$0.0032+\frac{1.0^2}{0.8}=1.2532,$$

in agreement with the diagonalization. The variance of $\omega q-D$ remains 0.2045 hartree, slightly above the value $\omega/2=0.2$ of the uncoupled vacuum.

A truncated photon space is not invariant under $U$, since a displacement mixes in higher number states. With two number states, the ground-energy error relative to the 40-state value is $2.9\times10^{-5}$ hartree at the origin, but 0.20 hartree at 10 bohr. With eight states the latter is still $1.5\times10^{-4}$ hartree; with sixteen it is about $10^{-11}$ hartree. A residual origin dependence in such a calculation can thus come from the photon basis even though the Hamiltonian is complete. For a charged system the origin can be chosen so that $\langle D\rangle=0$ in the ground state, which removes the mean displacement. In this example, four number states then give the three lowest levels to within $10^{-6}$ hartree. Two states are enough only for the ground level, since the excited levels are still in error by 1 to 4 millihartree.

## II. Changing the weight of the self-energy

The second half uses the following symbols and results. The system has charge $Q$ and is moved by $\mathbf R$; $D=\boldsymbol\lambda\cdot\boldsymbol\mu$ is its projected dipole, and the mode has frequency $\omega$, coordinate $q$ and momentum $p$. After an electronic translation, the move leaves $H_m$ unchanged and replaces $D$ by $D+c$, with $c=Q\boldsymbol\lambda\cdot\mathbf R$. The unitary operator $U=e^{-ipc/\omega}$ gives $U^\dagger qU=q+c/\omega$ and leaves $p$ and all matter operators unchanged. With the full self-energy $D^2/2$, these transformations make the spectrum independent of position.

To see what the self-energy contributes, give it a real weight $s$:

$$H_s[c]=H_m+\frac{p^2}{2}+\frac{\omega^2q^2}{2}-\omega q(D+c)+\frac s2(D+c)^2.$$

The full Hamiltonian has $s=1$. Dropping the self-energy means $s=0$.

### (f) What is left after the same photon displacement?

*Calculate $U^\dagger H_s[c]U$ for general $s$, and interpret the terms that contain $c$.*

**Solution.** Replace $q$ by $q+c/\omega$ in each term. The oscillator potential gives

$$\frac{\omega^2}{2}\left(q+\frac c\omega\right)^2=\frac{\omega^2q^2}{2}+\omega cq+\frac{c^2}{2}.$$

The bilinear coupling gives

$$-\omega\left(q+\frac c\omega\right)(D+c)=-\omega qD-\omega cq-cD-c^2.$$

The self-energy contains no $q$ and is merely expanded:

$$\frac s2(D+c)^2=\frac s2D^2+scD+\frac s2c^2.$$

In the sum, the terms $\omega cq$ and $-\omega cq$ cancel. The terms linear in $D$ have the coefficient $(s-1)c$. The constants add to

$$\frac{c^2}{2}-c^2+\frac{sc^2}{2}=\frac{(s-1)c^2}{2}.$$

Therefore

$$U^\dagger H_s[c]U=H_s[0]+(s-1)\left(cD+\frac{c^2}{2}\right).$$

For $s=1$ the remainder is zero. For $s=0$ it is

$$-cD-\frac{c^2}{2}=-(c\boldsymbol\lambda)\cdot\boldsymbol\mu-\frac{c^2}{2}.$$

The first term has the form $-\mathbf F\cdot\boldsymbol\mu$ of a dipole in a static field $\mathbf F=c\boldsymbol\lambda$. No such field was applied. Its size is proportional to the distance from an arbitrary origin, and it acts on the electrons, so it can change excitation energies. The second term is a common shift of all levels. Regarded as a potential energy of the ion's position, it is $-\tfrac12(Q\boldsymbol\lambda\cdot\mathbf R)^2$, which would push the ion away from the origin.

The sign can be understood from the oscillator. At a fixed dipole value $D$, the potential $\omega^2q^2/2-\omega qD$ has its minimum at $q=D/\omega$, where it equals $-D^2/2$. The full self-energy cancels this lowering. If it is omitted, the lowering remains, and replacing $D$ by $D+c$ changes it by $-cD-c^2/2$.

With the full dipole self-energy, the spectrum of a charged system does not depend on the coordinate origin; with any other weight, the same photon displacement leaves a term linear in the dipole and a constant whenever $c\ne0$. It remains to show whether this remainder really changes the spectrum, which exceptions exist, whether there is a ground state at all, and how large the effect is for H$_2^+$.
